# Fast Normal Phonon Collisions Cannot Raise the Conductivity of a Debye Branch

Heat generated in a silicon die leaves largely through phonons. Some of their collisions destroy crystal momentum: umklapp processes, scattering by point defects and scattering by surfaces. Others, the normal collisions, conserve it and only redistribute it among the phonons. When normal collisions are frequent, the phonon gas drifts like a fluid. Since normal collisions do not themselves stop a heat current, one may ask whether making them very fast could improve conduction. For one Debye branch in uniform flow, with the resistive scattering held fixed, it cannot.

## Setting and assumptions

In the algebra $\hbar=1$ and temperature is measured as an energy, so $k_B=1$. The branch is isotropic, with energy $E=vq$ up to a cutoff $q_D$. It may consist of several identical copies. The equilibrium occupation is $n=1/(e^{E/T}-1)$, and differentiation gives

$$\frac{\partial n}{\partial T}=n(n+1)\frac{E}{T^2},\qquad c=E\,\frac{\partial n}{\partial T}=n(n+1)\frac{E^2}{T^2},$$

where $c$ is the heat capacity of one mode. Let $C$ be the sum of $c$ over all modes, per volume, and let $\langle f\rangle$ be the average of $f(E)$ with weight $c$, so that $\langle 1\rangle=1$.

The assumptions are:

1. The temperature gradient $G$, along $z$, is small and uniform, and the flow is steady and uniform.
2. Resistive collisions relax a mode at a rate $r(E)>0$, which does not change when normal collisions are switched on. The averages $\langle r\rangle$, $\langle r^2\rangle$ and $\langle 1/r\rangle$ are finite.
3. Normal collisions conserve energy and crystal momentum, and they are isotropic.

Let $d$ be the deviation of the occupation from equilibrium, and $\theta$ the angle between $\mathbf q$ and $z$. The linearized Boltzmann equation is

$$v\cos\theta\,G\,\frac{\partial n}{\partial T}=-r\,d+(\text{normal collisions}).\tag{1}$$

The source on the left is odd under $\mathbf q\to-\mathbf q$, while isotropic collisions preserve parity. Hence $d$ is odd, its energy sum vanishes, and no shift of the local temperature is needed. The source is proportional to $\cos\theta$, and isotropic collisions preserve this angular form, so we may write

$$d=-G\,v\cos\theta\,\frac{\partial n}{\partial T}\,y(E).\tag{2}$$

The function $y$ has the dimension of time and measures how strongly a mode responds. Dividing (1) by $v\cos\theta\,G\,\partial n/\partial T$ gives

$$r\,y+\lambda\mathcal N y=1,\tag{3}$$

where $\mathcal N$ represents normal collisions and $\lambda\ge0$ their strength.

**Theorem.** Under these assumptions, the conductivities without normal collisions and in the drifting state set up by infinitely fast ones are

$$\kappa_0=\frac{Cv^2}{3}\left\langle\frac1r\right\rangle,\qquad \kappa_\infty=\frac{Cv^2}{3}\,\frac{1}{\langle r\rangle},\tag{4}$$

and $\kappa_\infty\le\kappa_0$. Equality holds if and only if $r$ has the same value for almost all modes.

## The two conductivities

**Lemma 1.** The conductivity is $\kappa=(Cv^2/3)\langle y\rangle$.

*Proof.* Each mode contributes $E\,v\cos\theta\,d$ to the heat flux $J$. Inserting (2) gives $-G\,v^2\cos^2\theta\,c\,y$. The average of $\cos^2\theta$ over directions is $1/3$, so $J=-G\,(Cv^2/3)\langle y\rangle$. Fourier's law $J=-\kappa G$ gives the claim. $\square$

**Lemma 2.** Whatever the strength of the normal collisions, $\langle r\,y\rangle=1$.

*Proof.* The $z$ momentum of a mode is $q\cos\theta$ per phonon. Multiplying (2) by it and using $vq=E$ gives

$$q\cos\theta\,d=-G\cos^2\theta\;E\frac{\partial n}{\partial T}\,y=-G\cos^2\theta\;c\,y .$$

The total momentum is therefore proportional to $\langle y\rangle$, and the rate at which normal collisions change it is proportional to $\langle\mathcal N y\rangle$. Momentum conservation makes this average zero. Averaging (3) leaves $\langle r y\rangle=1$. $\square$

Comparison with Lemma 1 shows that the heat flux is $v^2$ times the momentum density. Normal collisions thus leave the heat current unchanged at the instant they act. Their effect is indirect: they decide which modes hold the momentum, and hence how fast resistive collisions remove it.

*Proof of (4).* For $\lambda=0$, equation (3) gives $y=1/r$, and Lemma 1 gives $\kappa_0$.

Fast normal collisions drive the occupation to a Planck function displaced by a drift velocity $u$ along $z$, obtained by replacing $E$ with $E-qu\cos\theta$. To first order in $u$,

$$d=-\frac{\partial n}{\partial E}\,qu\cos\theta=\frac{n(n+1)}{T}\,\frac{E}{v}\,u\cos\theta .$$

Setting this equal to (2), which is $-G\,v\cos\theta\,n(n+1)(E/T^2)\,y$, gives $y=-uT/(Gv^2)$. This does not depend on energy. A common drift is therefore a constant $y=a$, and its sign shows that the gas drifts down the temperature gradient. Lemma 2 fixes the constant: $a\langle r\rangle=1$. Lemma 1 then gives $\kappa_\infty$. $\square$

Without normal collisions the modes conduct independently and their lifetimes are averaged. In the drifting state they share one velocity and their loss rates are averaged.

## The inequality

Jensen's inequality states that the average of a convex function is at least the function of the average. Since $1/r$ is convex for $r>0$, $\langle1/r\rangle\ge1/\langle r\rangle$. The following identity proves this case and also measures the gap.

**Lemma 3.** Let $r$ and $r'$ belong to two modes drawn independently with weight $c$. Then

$$\langle r\rangle\left\langle\frac1r\right\rangle-1=\frac12\left\langle\!\left\langle\frac{(r-r')^2}{r\,r'}\right\rangle\!\right\rangle .\tag{5}$$

*Proof.* Expanding the square gives

$$\frac{(r-r')^2}{2rr'}=\frac12\left(\frac r{r'}+\frac{r'}r\right)-1 .$$

Because the modes are independent, each fraction in the bracket averages to $\langle r\rangle\langle1/r\rangle$. $\square$

The right side of (5) is not negative, and it vanishes if and only if $r=r'$ for almost all pairs. Since $\kappa_0/\kappa_\infty=\langle r\rangle\langle1/r\rangle$, the theorem is proved. $\blacksquare$

**Remark (power laws).** At temperatures well above the cutoff energy, $c=1$, and $x=E/E_D$ has the weight $3x^2\,dx$ on $0<x<1$. For $r\propto x^m$ with $0\le m<3$,

$$\langle x^m\rangle=\frac{3}{3+m},\qquad\langle x^{-m}\rangle=\frac{3}{3-m},\qquad\frac{\kappa_0}{\kappa_\infty}=\frac{9}{9-m^2}.\tag{6}$$

The ratio is 1 for a constant rate, 1.125 for $m=1$ and 1.8 for $m=2$.

For pure Rayleigh scattering, $m=4$, the average lifetime diverges at low energy. Integrating from $x=\varepsilon$ gives $3(1/\varepsilon-1)$ in units of the lifetime at cutoff, which doubles when a small $\varepsilon$ is halved. In that case $\kappa_0$ is infinite while $\kappa_\infty$ is finite, and the inequality is trivial. For $\kappa_0$ to be finite, another resistive process must limit the long-lived phonons.

## Normal collisions of finite strength

The next result excludes a maximum at intermediate strength. It uses three properties of $\mathcal N$:

- symmetry, $\langle x\,\mathcal N y\rangle=\langle y\,\mathcal N x\rangle$;
- non-negativity, $\langle y\,\mathcal N y\rangle\ge0$;
- no effect on a common drift, $\mathcal N1=0$.

The first two express detailed balance and the production of entropy by collisions. The modes are taken as a finite set, as on a grid, so that all sums exist.

**Proposition.** For every $\lambda\ge0$, $\kappa_\infty\le\kappa(\lambda)\le\kappa_0$, and $\kappa(\lambda)$ never increases with $\lambda$.

*Proof.* Multiplying (3) by $y$ and averaging gives

$$\langle y\rangle=\langle r y^2\rangle+\lambda\langle y\,\mathcal N y\rangle\ \ge\ \langle r y^2\rangle .\tag{7}$$

For the lower bound, write $ry=\sqrt r\cdot\sqrt r\,y$. The Cauchy–Schwarz inequality and Lemma 2 give $1=\langle ry\rangle^2\le\langle r\rangle\langle ry^2\rangle\le\langle r\rangle\langle y\rangle$.

For the upper bound, write $y=(1/\sqrt r)\cdot\sqrt r\,y$. Then $\langle y\rangle^2\le\langle1/r\rangle\langle ry^2\rangle\le\langle1/r\rangle\langle y\rangle$. Since $\langle y\rangle>0$ by the lower bound, division gives $\langle y\rangle\le\langle1/r\rangle$.

For the slope, let a dot denote $d/d\lambda$. Differentiating (3) gives $(r+\lambda\mathcal N)\dot y=-\mathcal N y$. Since $1=(r+\lambda\mathcal N)y$, symmetry yields

$$\langle\dot y\rangle=\langle\dot y\,(r+\lambda\mathcal N)y\rangle=\langle y\,(r+\lambda\mathcal N)\dot y\rangle=-\langle y\,\mathcal N y\rangle\le0.\qquad\square$$

**Remark (approach to the drift).** Suppose that a constant $y$ is the sole function annihilated by $\mathcal N$, and let $\gamma>0$ be the smallest nonzero eigenvalue. By (7) and the upper bound, $\lambda\langle y\mathcal N y\rangle\le\langle1/r\rangle$, so

$$\langle(y-\langle y\rangle)^2\rangle\le\frac{\langle1/r\rangle}{\lambda\gamma}.$$

As $\lambda\to\infty$, $y$ becomes constant. Lemma 2 makes that constant $1/\langle r\rangle$, so $\kappa(\lambda)\to\kappa_\infty$.

**Relaxation form.** Let normal collisions relax each mode towards a common drift $a$ at a rate $s(E)>0$. Then

$$ry+s(y-a)=1,\qquad\langle s(y-a)\rangle=0,$$

where the second equation is momentum conservation. The first gives $y=(1+sa)/(r+s)$, and subtracting $a$ gives $y-a=(1-ra)/(r+s)$. The second equation becomes

$$\left\langle\frac{s}{r+s}\right\rangle=a\left\langle\frac{rs}{r+s}\right\rangle .$$

Solving for $a$ and averaging $y$ yields

$$\kappa=\frac{Cv^2}{3}\left[\left\langle\frac1{r+s}\right\rangle+\frac{\langle s/(r+s)\rangle^2}{\langle rs/(r+s)\rangle}\right].\tag{8}$$

If $s$ grows without bound in every mode, the first term vanishes, $s/(r+s)\to1$ and $rs/(r+s)\to r$, so the bracket tends to $1/\langle r\rangle$. If $s=\lambda\sigma$ with $\lambda\to0$ and both $\langle\sigma\rangle$ and $\langle\sigma/r\rangle$ finite, the second term is proportional to $\lambda$ and the bracket tends to $\langle1/r\rangle$.

The second term of (8) is positive. It raises the conductivity relative to a calculation that counts normal collisions as fully resistive and keeps $\langle1/(r+s)\rangle$ alone. That comparison has a different baseline from the theorem's, which is $s=0$.

**Remark (three-phonon collisions).** On a linear branch, a normal event $1+2\leftrightarrow3$ requires $\mathbf q_1+\mathbf q_2=\mathbf q_3$ and $|\mathbf q_1|+|\mathbf q_2|=|\mathbf q_3|$. The triangle inequality becomes an equality, so the three wave vectors are parallel. Such events conserve energy separately in each direction, which is more than assumption 3 demands. The limit is nevertheless unchanged. Each event contributes a non-negative multiple of $(E_1y_1+E_2y_2-E_3y_3)^2$ to $\langle y\mathcal N y\rangle$. On an equally spaced energy grid, the events $1+j\leftrightarrow j+1$ make this sum vanish only if $E_ky_k=kE_1y_1$, which means constant $y$. For a response proportional to $\cos\theta$, that is the common drift.

## Dispersion and several branches

When $E\ne vq$, heat and momentum have different weights. Write the deviation as $d=-G(\partial n/\partial T)\,\ell$, where $\ell$ is a length. Let $\Sigma$ denote the sum over all modes per volume, and let $v$ be the group velocity along $\mathbf q$. Equation (1) becomes $v_z=r\ell+(\text{normal})$, and $\kappa=\Sigma\,c\,v_z\ell$.

Without normal collisions $\ell=v_z/r$, so $\kappa_0=\frac13\Sigma\,c\,v^2/r$. A drift has $d\propto n(n+1)q_z$, hence $\ell=b\,q_z/E$. Multiplying the Boltzmann equation by $c\,q_z/E$, the momentum weight, removes the normal term:

$$\Sigma\,c\,\frac{v_zq_z}{E}=b\;\Sigma\,c\,r\,\frac{q_z^2}{E^2}.$$

Both sums carry an angular factor $1/3$. Since $\kappa_\infty=b\,\Sigma\,c\,v_zq_z/E$,

$$\kappa_\infty=\frac13\,\frac{(\Sigma\,c\,vq/E)^2}{\Sigma\,c\,r\,q^2/E^2}\ \le\ \frac13\,\Sigma\,\frac{c\,v^2}{r}=\kappa_0.\tag{9}$$

The bound is Cauchy–Schwarz applied to the factors $v/\sqrt r$ and $\sqrt r\,q/E$. The ordering survives, but the simple Jensen form does not. A constant rate no longer ensures equality, which now requires $v$ to be proportional to $rq/E$.

## A silicon die

The example uses rough, typical values for silicon at 300 K: a lattice constant of 0.543 nm, a sound speed of 6 nm/ps and a die 0.5 mm thick. Three equal acoustic polarizations form one threefold branch. With four primitive cells per cube, $q_D=(6\pi^2\cdot4/0.543^3)^{1/3}=11.4$ nm$^{-1}$, and the cutoff energy is $E_D=0.045$ eV.

At 0.010 eV the umklapp rate is 0.010 ps$^{-1}$, growing as $E^2$, and the point-defect rate is $7\times10^{-5}$ ps$^{-1}$, growing as $E^4$. The surfaces are represented by a uniform rate, speed over thickness, of $1.2\times10^{-5}$ ps$^{-1}$. At the cutoff, where $E$ is 4.5 times the reference energy, the sum is $0.2025+0.0287+0.00001=0.231$ ps$^{-1}$.

The averages are $C=0.005577$ eV/(nm³ K), $\langle1/r\rangle=14.98$ ps and $1/\langle r\rangle=7.70$ ps. With $Cv^2/3=0.005577\times36/3=0.0669$ eV nm$^{-1}$ ps$^{-2}$ K$^{-1}$,

$$\kappa_0=0.0669\times14.98=1.00,\qquad\kappa_\infty=0.0669\times7.70=0.515$$

in eV/(ps nm K). These are 161 and 83 W/(m K), or 0.100 and 0.052 eV/(ps Å K). The ratio is 1.94. A direct evaluation of the pair average in (5) gives 0.945 for the excess over one, as it should.

Without point defects the ratio is 1.85, near the classical 1.8 for a rate growing as $E^2$. Umklapp scattering dominates $r$ over nearly the whole branch, and its energy dependence sets the ratio. The ratio is not a sum of parts from each process: with umklapp removed instead, it would be about 9. Phonons below 0.015 eV hold 4% of the heat capacity but carry 36% of the heat when normal collisions are absent. In the common drift their share falls to 4%: fast mixing passes their momentum to modes that lose it sooner.

With $s$ set to 0.1, 1, 10 and 100 times the umklapp rate, and $r$ held fixed, (8) gives 154, 122, 90 and 83 W/(m K). As a test of (8), equation (1) was solved on 60 wave numbers and 6 directions, with a displaced Planck function and both conservation laws imposed numerically. For the first three ratios the two conductivities agreed to within one part in a million.

A second calculation summed collinear three-phonon events on 150 energies, with event weights $(q_1q_2q_3)^2n_1n_2(n_3+1)$. Strength 1 means that the normal and resistive rates have equal plain averages over the grid. The ratio $\kappa/\kappa_0$ was 0.575, 0.522 and 0.515 at strengths 1, 10 and 100, approaching the limit 0.514 given by (4) on that grid. These ratios keep their three digits on grids of 75 to 600 energies. The smallest nonzero eigenvalue $\gamma$, however, halves each time the grid is doubled, so the bound in the remark on the approach to the drift applies to a fixed grid and gives no rate for the continuum.

## Real silicon and the limits of the result

Natural silicon conducts roughly 150 W/(m K) at room temperature. The umklapp rate was chosen with that size in view, so the closeness of $\kappa_0$ is no confirmation of the model. The model's $C$, about 0.89 MJ/(m³ K), counts acoustic modes only and is roughly half the heat capacity of real silicon. Nothing here places silicon at 300 K in the fast-normal limit, and $\kappa_\infty$ is not a prediction for it. The straight branch is one simplification that matters a great deal. Replacing it by a sine-shaped one, with the same initial speed, $q_D$ and $r(E)$, lowers $\kappa_0$ to 97 and $\kappa_\infty$ to 18 W/(m K). Equation (9) shows one reason for the larger fall of $\kappa_\infty$: modes near the cutoff have almost no group velocity and add little to the numerator, yet they hold momentum and brake the drift. Bent branches with separate longitudinal and transverse speeds, 9 and 5.4 nm/ps, give 96 and 17 W/(m K). The $E^2$ umklapp law matters as much. First-principles studies of silicon report umklapp rates that fall more steeply at low energy. On the straight branch, with the same umklapp rate at the cutoff, a rate growing as $E^3$ gives a ratio of 5.7 (554 against 98 W/(m K)) and one growing as $E^4$ a ratio of 17. The ordering holds throughout, but the factor of about two belongs to the straight branch with an $E^2$ umklapp rate.

Two further effects were estimated. At 400 K, with an umklapp rate that varies with temperature as $T\exp(-150\,\mathrm{K}/T)$, the straight branch gives 112 and 59 W/(m K). Optical phonons at 0.060 eV, with an assumed speed of 1 nm/ps and lifetime of 3 ps, would add about 0.7 W/(m K) to $\kappa_0$. Their braking of a common drift is not included in the values above, and it is not small. Suppose their wave numbers fill the Debye sphere and their whole scattering rate is resistive. Adding these modes to the sums in (9) then lowers $\kappa_\infty$ of the straight branch from 83 to 43 or 57 W/(m K), depending on the sign taken for their group velocity. If only half of their rate is resistive, the values are 54 and 71.

The theorem can fail where surfaces dominate. In a narrow channel, frequent normal collisions force momentum to diffuse to the walls. With a viscosity of order $v^2/s$ and a width $L$, the loss rate is of order $v^2/(sL^2)$, smaller than the ballistic $v/L$ by the factor $v/(sL)$. Normal collisions then lower $r$ itself, contrary to assumption 2, and the conductance may rise. In the 0.5 mm die there is little to gain: removing the surface rate altogether raises $\kappa_0$ by 1.4%. This figure and those that follow belong to the model with its $E^2$ umklapp rate, which puts 18% of the heat on paths above 1 µm. With an $E^3$ rate of the same size at the cutoff, a tenfold weaker surface rate raises $\kappa_0$ by 25%. The 18% itself is low. First-principles calculations for silicon at 300 K put roughly twice that share there, so size effects in real silicon are larger. In the model the average mean free path $v\langle1/r\rangle$ is 90 nm, but the phonons below 0.015 eV, which carry 36% of the heat when normal collisions are absent, have paths $v/r$ above 250 nm. Films therefore need a solution resolved in space even when they are a few times thicker than the average path.

For a thick die within this model, with $C$ and $v$ fixed, better conduction has to come from weaker scattering, resistive or normal. Stronger normal scattering at fixed $r$ can at best leave the conductivity unchanged. In a real crystal, normal and umklapp rates arise from the same anharmonic coupling, so changing one with the other held fixed is a comparison of models rather than a step available in a device. The main computed values are collected in the numerical output below.

## Computed results

```
sound speed: 6 nm/ps
lattice constant: 0.543 nm
die thickness: 5e+05 nm
temperature: 300 K
umklapp activation temperature: 150 K
reference phonon energy: 0.01 eV
umklapp rate at reference, 300 K: 0.01 1/ps
point-defect rate at reference: 7e-05 1/ps
surface rate: 1.2e-05 1/ps
cutoff wave number: 11.39 1/nm
cutoff energy: 0.045 eV
resistive rate at cutoff: 0.2312 1/ps
heat capacity C: 0.005577 eV/(nm^3 K)
mean resistive rate <r>: 0.1298 1/ps
mean lifetime <1/r>: 14.98 ps
inverse mean rate 1/<r>: 7.702 ps
k0, no normal collisions: 160.6 W/(m K)
kinf, fast normal collisions: 82.59 W/(m K)
k0 converted: 0.1003 eV/(ps angstrom K)
kinf converted: 0.05155 eV/(ps angstrom K)
ratio k0/kinf: 1.945
pair-identity gap: 0.9449
ratio without point defects: 1.845
classical ratio, r ~ E: 1.125
classical ratio, r ~ E^2: 1.8
Rayleigh lifetime growth, cutoff halved: 2.001
low-energy limit for heat shares: 0.015 eV
low-energy heat share, no normal: 36.26 %
low-energy heat share, fast normal: 4.218 %
k at normal/umklapp rate 0.1: 153.7 W/(m K)
k at normal/umklapp rate 1: 122.3 W/(m K)
k at normal/umklapp rate 10: 89.95 W/(m K)
k at normal/umklapp rate 100: 83.4 W/(m K)
three-phonon k/k0 at strength 1: 0.5747
three-phonon k/k0 at strength 10: 0.5218
three-phonon k/k0 at strength 100: 0.5147
three-phonon k/k0 at strength 100000: 0.5139
three-phonon grid limit of k/k0: 0.5139
bent branch k0: 97.02 W/(m K)
bent branch kinf: 17.59 W/(m K)
longitudinal speed: 9 nm/ps
transverse speed: 5.4 nm/ps
two bent speeds k0: 95.97 W/(m K)
two bent speeds kinf: 17.16 W/(m K)
k0 at 400 K: 111.8 W/(m K)
kinf at 400 K: 59.29 W/(m K)
k0 gain without surface rate: 1.375 %
mean free path v<1/r>: 89.88 nm
optical phonon energy: 0.06 eV
optical group speed: 1 nm/ps
optical lifetime: 3 ps
optical phonon conductivity: 0.673 W/(m K)
```
